# Ewald Energy of Periodic Point Dipoles under Conducting Boundary Conditions: verification in Python

```python
"""Ewald energy per cell of periodic point dipoles, conducting boundary conditions.

Result under test (Hartree atomic units, splitting function erfc(eta r)/r):
  E = 1/2 sum' [p_i.p_j B(r) - (p_i.r)(p_j.r) C(r)]
    + 2 pi/V sum_{G != 0} exp(-G^2/4 eta^2)/G^2 |sum_i p_i.G exp(i G.r_i)|^2
    - 2 eta^3/(3 sqrt(pi)) sum_i p_i^2
p_i: dipoles, r_i: positions, V: cell volume, G: reciprocal lattice vectors,
r: separation including lattice translations, B and C: screened dipole kernels.
The prime omits a dipole paired with itself in the same cell.
Cell matrices hold one lattice vector per row.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import dblquad
from scipy.special import erfc

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
SQRT_PI = np.sqrt(np.pi)
REACH = 6.5  # Gaussian factors are followed down to exp(-REACH^2)


def lattice_points(vectors, semi_axes):
    """Lattice points covering an ellipsoid, with a margin of two cells."""
    inverse = np.linalg.inv(vectors)
    axes = np.ones(3) * semi_axes
    nmax = np.ceil(np.linalg.norm(axes[:, None] * inverse, axis=0)).astype(int) + 2
    ranges = [np.arange(-n, n + 1) for n in nmax]
    grid = np.stack(np.meshgrid(*ranges, indexing="ij"), axis=-1).reshape(-1, 3)
    return grid @ vectors


def reciprocal_points(cell, eta):
    points = lattice_points(2 * np.pi * np.linalg.inv(cell).T, 2 * eta * REACH)
    return points[np.sum(points**2, axis=1) > 1e-12]


def kernels(r, eta):
    gauss = 2 * eta / SQRT_PI * np.exp(-(eta * r)**2)
    b = erfc(eta * r) / r**3 + gauss / r**2
    c = 3 * erfc(eta * r) / r**5 + gauss * (2 * eta**2 + 3 / r**2) / r**2
    return b, c


def dipole_ewald(cell, positions, dipoles, eta):
    """Return the real-space, reciprocal-space and self parts."""
    volume = abs(np.linalg.det(cell))
    shifts = lattice_points(cell, REACH / eta)
    real = 0.0
    for ri, pi in zip(positions, dipoles):
        for rj, pj in zip(positions, dipoles):
            sep = ri - rj + shifts
            r = np.linalg.norm(sep, axis=1)
            sep, r = sep[r > 1e-9], r[r > 1e-9]
            b, c = kernels(r, eta)
            real += 0.5 * np.sum(pi @ pj * b - (sep @ pi) * (sep @ pj) * c)
    g = reciprocal_points(cell, eta)
    g2 = np.sum(g**2, axis=1)
    structure = np.sum((g @ dipoles.T) * np.exp(1j * g @ positions.T), axis=1)
    recip = 2 * np.pi / volume * np.sum(
        np.exp(-g2 / (4 * eta**2)) / g2 * abs(structure)**2)
    own = -2 * eta**3 / (3 * SQRT_PI) * np.sum(dipoles**2)
    return np.array([real, recip, own])


def direct_sum(cell, positions, dipoles, aspect):
    """Bare dipole sum in vacuum; smooth spheroidal cutoff, long axis z."""
    width = 14.0
    middle = 5.5 * width
    outer = middle + 5.5 * width
    shifts = lattice_points(cell, np.array([outer, outer, aspect * outer]))
    energy = 0.0
    for ri, pi in zip(positions, dipoles):
        for rj, pj in zip(positions, dipoles):
            sep = ri - rj + shifts
            r = np.linalg.norm(sep, axis=1)
            sep, r = sep[r > 1e-9], r[r > 1e-9]
            scaled = np.linalg.norm(sep / np.array([1, 1, aspect]), axis=1)
            weight = 0.5 * erfc((scaled - middle) / width)
            pair = pi @ pj / r**3 - 3 * (sep @ pi) * (sep @ pj) / r**5
            energy += 0.5 * np.sum(weight * pair)
    return energy


def depolarization(aspect):
    """Depolarization factors of a prolate spheroid (sum equals one)."""
    if aspect == 1:
        return np.ones(3) / 3
    e = np.sqrt(1 - 1 / aspect**2)
    nz = (1 - e**2) / e**3 * (np.arctanh(e) - e)
    return np.array([(1 - nz) / 2, (1 - nz) / 2, nz])


def shape_energy(cell, dipoles, aspect):
    total = dipoles.sum(axis=0)
    volume = abs(np.linalg.det(cell))
    return 2 * np.pi / volume * np.sum(depolarization(aspect) * total**2)


def charge_pair_energy(cell, positions, dipoles, length, eta=0.35):
    """Charge Ewald energy of +/-q pairs, minus each pair's own attraction."""
    size = np.linalg.norm(dipoles, axis=1)
    offset = 0.5 * length * dipoles / size[:, None]
    sites = np.vstack([positions + offset, positions - offset])
    charges = np.concatenate([size, -size]) / length
    volume = abs(np.linalg.det(cell))
    shifts = lattice_points(cell, REACH / eta)
    energy = -eta / SQRT_PI * np.sum(charges**2)
    for ri, qi in zip(sites, charges):
        for rj, qj in zip(sites, charges):
            r = np.linalg.norm(ri - rj + shifts, axis=1)
            r = r[r > 1e-9]
            energy += 0.5 * qi * qj * np.sum(erfc(eta * r) / r)
    g = reciprocal_points(cell, eta)
    g2 = np.sum(g**2, axis=1)
    structure = np.exp(1j * g @ sites.T) @ charges
    energy += 2 * np.pi / volume * np.sum(
        np.exp(-g2 / (4 * eta**2)) / g2 * abs(structure)**2)
    return energy + np.sum((size / length)**2) / length


# Screened kernels against symbolic second derivatives of erfc(eta r)/r
xyz = sp.symbols("x y z", real=True)
radius = sp.sqrt(sum(u**2 for u in xyz))
screened = sp.erfc(sp.Rational(3, 10) * radius) / radius
point = np.array([1.3, -2.1, 0.7])
values = dict(zip(xyz, point))
b_test, c_test = kernels(np.linalg.norm(point), 0.3)
for i in range(3):
    for j in range(3):
        exact = -float(sp.diff(screened, xyz[i], xyz[j]).subs(values).evalf())
        formula = (i == j) * b_test - point[i] * point[j] * c_test
        assert abs(exact - formula) < 1e-12

# Self term: small-r series of the smooth potential, then a k-space integral
h, z = sp.symbols("h z", positive=True)
cubic_coefficient = sp.series(sp.erf(h * z), z, 0, 5).removeO().coeff(z, 3)
own_series = -sp.Rational(1, 2) * 2 * cubic_coefficient
assert sp.simplify(own_series - 2 * h**3 / (3 * sp.sqrt(sp.pi))) == 0
eta_ref = 0.3
own_integral = dblquad(
    lambda k, u: 0.5 * 4 * np.pi * 2 * np.pi / (2 * np.pi)**3
    * k**2 * u**2 * np.exp(-k**2 / (4 * eta_ref**2)),
    -1, 1, 0, 2 * eta_ref * 8, epsabs=1e-13, epsrel=1e-11)[0]
own_formula = 2 * eta_ref**3 / (3 * SQRT_PI)
assert abs(own_integral - own_formula) < 1e-10

# General triclinic cell against direct sums of the bare interaction
tri_cell = np.array([[7.0, 0.0, 0.0], [1.2, 7.5, 0.0], [-0.8, 1.0, 8.0]])
tri_pos = np.array([[0.0, 0.0, 0.0], [3.1, 2.2, 4.3], [1.0, 5.0, 2.5]])
tri_dip = np.array([[0.3, -0.5, 0.9], [-0.7, 0.2, 0.4], [0.1, 0.8, 0.6]])
tri_energy = dipole_ewald(tri_cell, tri_pos, tri_dip, 0.35).sum()
tri_errors = []
for aspect in (1, 2):
    reference = (direct_sum(tri_cell, tri_pos, tri_dip, aspect)
                 - shape_energy(tri_cell, tri_dip, aspect))
    tri_errors.append(abs(reference - tri_energy))
assert max(tri_errors) < 1e-9

# Simple cubic lattice: Lorentz local field
cubic_a = 8.0
cubic = dipole_ewald(cubic_a * np.eye(3), np.zeros((1, 3)),
                     np.array([[0.0, 0.0, 1.0]]), 0.3).sum()
lorentz = -2 * np.pi / (3 * cubic_a**3)
assert abs(cubic - lorentz) < 1e-12

# Worked example: tetragonal model cell with two dipoles
cell = np.diag([8.0, 8.0, 10.0])
pos = np.array([[0.0, 0.0, 0.0], [4.0, 4.0, 4.0]])
dip = np.array([[0.0, 0.0, 1.0], [0.5, 0.0, 0.5]])
volume = np.linalg.det(cell)
etas = (0.2, 0.3, 0.4)
parts = [dipole_ewald(cell, pos, dip, eta) for eta in etas]
totals = [p.sum() for p in parts]
energy = totals[1]
assert max(totals) - min(totals) < 1e-12

# Self coefficient extracted from the two lattice sums only
measured = ((parts[2][:2].sum() - parts[0][:2].sum())
            / ((etas[2]**3 - etas[0]**3) * np.sum(dip**2)))
assert abs(measured - 2 / (3 * SQRT_PI)) < 1e-10

# Vacuum samples of three shapes
aspects = (1, 2, 4)
vacuum = [direct_sum(cell, pos, dip, k) for k in aspects]
shape = [shape_energy(cell, dip, k) for k in aspects]
for direct, extra in zip(vacuum, shape):
    assert abs(direct - extra - energy) < 1e-9

# Charge pairs of finite length approach the point-dipole energy as length^2
lengths = (1.0, 0.5, 0.25)
pairs = [charge_pair_energy(cell, pos, dip, d) for d in lengths]
extrapolated = (4 * pairs[2] - pairs[1]) / 3
assert abs(extrapolated - energy) < 1e-4 * abs(energy)
assert abs(extrapolated - energy) < 0.1 * abs(pairs[2] - energy)

sep = pos[0] - pos[1]
distance = np.linalg.norm(sep)
b_pair, c_pair = kernels(distance, eta_ref)
pair_term = dip[0] @ dip[1] * b_pair - (dip[0] @ sep) * (dip[1] @ sep) * c_pair

print("Cell edges a, b, c (bohr):", *np.diag(cell))
print(f"Cell volume (bohr^3): {volume:.1f}")
for n in range(2):
    print(f"Dipole {n + 1} position (bohr):", *pos[n])
    print(f"Dipole {n + 1} moment (e bohr):", *dip[n])
print("Cell dipole M (e bohr):", *dip.sum(axis=0))
print(f"Sum of p^2 (e^2 bohr^2): {np.sum(dip**2):.3f}")
print(f"In-cell pair distance (bohr): {distance:.6f}")
print(f"B at that distance, eta=0.3 (bohr^-3): {b_pair:.6e}")
print(f"C at that distance, eta=0.3 (bohr^-5): {c_pair:.6e}")
print(f"Screened energy of that pair (hartree): {pair_term:.6e}")
for eta, p in zip(etas, parts):
    print(f"eta={eta} /bohr: real, reciprocal, self, total (hartree):")
    print("  " + "  ".join(f"{v:.10f}" for v in (*p, p.sum())))
print(f"Self coefficient from lattice sums: {measured:.10f}")
print(f"Self coefficient 2/(3 sqrt(pi)): {2 / (3 * SQRT_PI):.10f}")
print(f"k-space self integral, p=1, eta=0.3 (hartree): {own_integral:.10f}")
print(f"Energy per cell, conducting (hartree): {energy:.10f}")
print(f"Energy per cell, conducting (meV): {energy * HARTREE_MEV:.4f}")
for k, direct, extra in zip(aspects, vacuum, shape):
    print(f"Vacuum spheroid, aspect {k}: N_z = {depolarization(k)[2]:.6f}")
    print(f"  direct sum, shape term (hartree): {direct:.10f}  {extra:.10f}")
for d, value in zip(lengths, pairs):
    print(f"Charge pairs of length {d} bohr (hartree): {value:.10f}")
    print(f"  difference from point dipoles (hartree): {value - energy:.3e}")
print(f"Pair energy extrapolated to length 0 (hartree): {extrapolated:.10f}")
print(f"Simple cubic, a=8 bohr, p=1: Ewald (hartree): {cubic:.10f}")
print(f"Simple cubic, -2 pi p^2/(3 a^3) (hartree): {lorentz:.10f}")
print(f"Triclinic cell, three dipoles: Ewald (hartree): {tri_energy:.10f}")
print(f"Triclinic largest error vs direct sums (hartree): {max(tri_errors):.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
Cell edges a, b, c (bohr): 8.0 8.0 10.0
Cell volume (bohr^3): 640.0
Dipole 1 position (bohr): 0.0 0.0 0.0
Dipole 1 moment (e bohr): 0.0 0.0 1.0
Dipole 2 position (bohr): 4.0 4.0 4.0
Dipole 2 moment (e bohr): 0.5 0.0 0.5
Cell dipole M (e bohr): 0.5 0.0 1.5
Sum of p^2 (e^2 bohr^2): 1.500
In-cell pair distance (bohr): 6.928203
B at that distance, eta=0.3 (bohr^-3): 1.036847e-04
C at that distance, eta=0.3 (bohr^-5): 2.336352e-05
Screened energy of that pair (hartree): -3.219739e-04
eta=0.2 /bohr: real, reciprocal, self, total (hartree):
  -0.0035786345  0.0009666796  -0.0045135167  -0.0071254716
eta=0.3 /bohr: real, reciprocal, self, total (hartree):
  -0.0007139943  0.0088216414  -0.0152331188  -0.0071254716
eta=0.4 /bohr: real, reciprocal, self, total (hartree):
  -0.0000482340  0.0290308958  -0.0361081333  -0.0071254716
Self coefficient from lattice sums: 0.3761263890
Self coefficient 2/(3 sqrt(pi)): 0.3761263890
k-space self integral, p=1, eta=0.3 (hartree): 0.0101554125
Energy per cell, conducting (hartree): -0.0071254716
Energy per cell, conducting (meV): -193.8940
Vacuum spheroid, aspect 1: N_z = 0.333333
  direct sum, shape term (hartree): 0.0010557593  0.0081812309
Vacuum spheroid, aspect 2: N_z = 0.173564
  direct sum, shape term (hartree): -0.0022773707  0.0048481008
Vacuum spheroid, aspect 4: N_z = 0.075407
  direct sum, shape term (hartree): -0.0043251306  0.0028003410
Charge pairs of length 1.0 bohr (hartree): -0.0071323210
  difference from point dipoles (hartree): -6.849e-06
Charge pairs of length 0.5 bohr (hartree): -0.0071273799
  difference from point dipoles (hartree): -1.908e-06
Charge pairs of length 0.25 bohr (hartree): -0.0071259610
  difference from point dipoles (hartree): -4.894e-07
Pair energy extrapolated to length 0 (hartree): -0.0071254880
Simple cubic, a=8 bohr, p=1: Ewald (hartree): -0.0040906154
Simple cubic, -2 pi p^2/(3 a^3) (hartree): -0.0040906154
Triclinic cell, three dipoles: Ewald (hartree): -0.0058322066
Triclinic largest error vs direct sums (hartree): 1.7e-15
ALL CHECKS PASSED
```
